# Ortho-H2 in a magnetic field, from zero field to decoupled resonances: verification in Python

```python
# Ortho-H2, J = 1, I = 1 in a static field B along z (energies / h in kHz).
# Result under test:
#   H = -a Iz - b Jz - c I.J + d [3(I.J)^2 + 3/2 I.J - I^2 J^2]
# a, b: nuclear and rotational Zeeman frequencies; c: spin-rotation constant;
# d: dipolar constant. Closed-form levels, weak-field and strong-field
# expansions are compared with a Hamiltonian built from two spin-1/2 protons
# and numerical angular integrals over the J = 1 spherical harmonics.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

C_SR, D_DIP = 113.9, 57.7          # kHz
G_ROT = 0.88                       # rough rotational g factor of H2
g_proton = const.value('proton g factor')
mu_n = const.value('nuclear magneton')
alpha = g_proton * mu_n / const.h * 1e-6   # kHz per mT
beta = G_ROT * mu_n / const.h * 1e-6       # kHz per mT

# Angular momentum matrices, basis ordered m = +max ... -max
half = [np.array([[0, 1], [1, 0]], complex) / 2,
        np.array([[0, -1j], [1j, 0]]) / 2,
        np.array([[1, 0], [0, -1]], complex) / 2]
raising = np.sqrt(2) * np.diag([1, 1], 1).astype(complex)
lowering = raising.conj().T
one = [(raising + lowering) / 2, (raising - lowering) / 2j,
       np.diag([1, 0, -1]).astype(complex)]
e2, e3 = np.eye(2), np.eye(3)

# Matrix elements of n_i n_j in J = 1 by quadrature over the sphere
x_nodes, x_weights = np.polynomial.legendre.leggauss(8)
phi_nodes = 2 * np.pi * np.arange(12) / 12
cos_t, phi = [q.ravel() for q in np.meshgrid(x_nodes, phi_nodes, indexing='ij')]
weights = np.repeat(x_weights, 12) * 2 * np.pi / 12
sin_t = np.sqrt(1 - cos_t**2)
axis = [sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t]
harmonics = np.array([
    -np.sqrt(3 / (8 * np.pi)) * sin_t * np.exp(1j * phi),
    np.sqrt(3 / (4 * np.pi)) * cos_t,
    np.sqrt(3 / (8 * np.pi)) * sin_t * np.exp(-1j * phi)])


def angular_matrix(function):
    return (harmonics.conj() * weights * function) @ harmonics.T


assert np.allclose(angular_matrix(np.ones_like(phi)), e3, atol=1e-12)

# Two-proton operators in the product space proton 1 x proton 2 x rotation
spin1 = [np.kron(s, e2) for s in half]
spin2 = [np.kron(e2, s) for s in half]
dipole12 = sum(np.kron(spin1[i] @ spin2[i], e3) for i in range(3))
for i in range(3):
    for j in range(3):
        dipole12 = dipole12 - 3 * np.kron(
            spin1[i] @ spin2[j], angular_matrix(axis[i] * axis[j]))
spin_rot12 = sum(np.kron(spin1[i] + spin2[i], one[i]) for i in range(3))
r = 1 / np.sqrt(2)
triplet = np.kron(np.array([[1, 0, 0], [0, r, 0], [0, r, 0], [0, 0, 1]]), e3)
singlet = np.kron(np.array([[0], [r], [-r], [0]]), e3)
assert np.allclose(singlet.T @ dipole12 @ triplet, 0, atol=1e-12)
assert np.allclose(singlet.T @ spin_rot12 @ triplet, 0, atol=1e-12)
dipole9 = triplet.T @ dipole12 @ triplet
spin_rot9 = triplet.T @ spin_rot12 @ triplet
i_z = triplet.T @ np.kron(spin1[2] + spin2[2], e3) @ triplet
j_z = triplet.T @ np.kron(np.eye(4), one[2]) @ triplet


def hamiltonian(field, c=C_SR, d=D_DIP):
    return (-alpha * field * i_z - beta * field * j_z
            - c * spin_rot9 + 5 * d * dipole9)


# Effective operator against the two-proton Hamiltonian
dot = sum(np.kron(one[i], one[i]) for i in range(3))
effective = -C_SR * dot + D_DIP * (3 * dot @ dot + 1.5 * dot - 4 * np.eye(9))
assert np.allclose(effective, hamiltonian(0), atol=1e-9)
f_z = i_z + j_z
assert np.allclose(hamiltonian(30) @ f_z, f_z @ hamiltonian(30), atol=1e-9)

labels = [(mi, mj) for mi in (1, 0, -1) for mj in (1, 0, -1)]


def diagonalize(field, c=C_SR, d=D_DIP):
    """Energies and decoupled-state weights, followed by order within each M."""
    matrix = hamiltonian(field, c, d)
    energies, purity = {}, {}
    for m_total in range(-2, 3):
        members = [k for k in range(9) if sum(labels[k]) == m_total]
        values, vectors = np.linalg.eigh(matrix[np.ix_(members, members)])
        for n, k in enumerate(members):
            energies[labels[k]] = values[n]
            purity[labels[k]] = abs(vectors[n, n])**2
    return energies, purity


v = -C_SR + 1.5 * D_DIP
w = -C_SR - 1.5 * D_DIP
u = 3 * D_DIP


def closed_form(field):
    a, b = alpha * field, beta * field
    delta = a - b
    root = np.sqrt(delta**2 / 4 + v**2)
    mean = (a + b) / 2
    e_s, e_a, e_00 = C_SR + 3.5 * D_DIP, C_SR - 2.5 * D_DIP, 2 * D_DIP
    cubic = np.poly([e_s, e_a, e_00])
    cubic[2] -= delta**2 + 2 * w**2
    cubic[3] += delta**2 * e_00 + 2 * w**2 * e_a
    low, mid, high = np.sort(np.roots(cubic).real)
    return {(1, 1): -2 * mean - C_SR + D_DIP / 2,
            (-1, -1): 2 * mean - C_SR + D_DIP / 2,
            (1, 0): -mean - D_DIP - root, (0, 1): -mean - D_DIP + root,
            (0, -1): mean - D_DIP - root, (-1, 0): mean - D_DIP + root,
            (1, -1): low, (0, 0): mid, (-1, 1): high}


for field in (0, 0.3, 5, 20, 200):
    exact, formula = diagonalize(field)[0], closed_form(field)
    assert max(abs(exact[k] - formula[k]) for k in labels) < 1e-6

# Zero field and weak field
zero = {2: -C_SR + D_DIP / 2, 1: C_SR - 2.5 * D_DIP, 0: 2 * C_SR + 5 * D_DIP}
gap12, gap01 = 2 * C_SR - 3 * D_DIP, C_SR + 7.5 * D_DIP
f_of = {(1, 1): 2, (1, 0): 2, (1, -1): 2, (0, -1): 2, (-1, -1): 2,
        (0, 1): 1, (0, 0): 1, (-1, 0): 1, (-1, 1): 0}
expected = np.sort([zero[f_of[k]] for k in labels])
assert np.allclose(np.linalg.eigvalsh(hamiltonian(0)), expected, atol=1e-9)
quadratic = {k: 0.0 for k in labels}
for k in ((1, 0), (0, -1)):
    quadratic[k] = -1 / (4 * gap12)
for k in ((0, 1), (-1, 0)):
    quadratic[k] = 1 / (4 * gap12)
quadratic[(1, -1)] = -1 / (3 * gap12)
quadratic[(0, 0)] = 1 / (3 * gap12) - 2 / (3 * gap01)
quadratic[(-1, 1)] = 2 / (3 * gap01)
tiny = 0.01
weak = diagonalize(tiny)[0]
for k in labels:
    estimate = (zero[f_of[k]] - sum(k) * (alpha + beta) * tiny / 2
                + quadratic[k] * ((alpha - beta) * tiny)**2)
    assert abs(weak[k] - estimate) < 1e-6

# Crossing of the M = -2 level with the upper M = -1 level


def crossing_gap(field):
    e = diagonalize(field)[0]
    return e[(-1, -1)] - e[(-1, 0)]


cross_formula = (C_SR - 1.5 * D_DIP) * (1 / alpha + 1 / beta)
cross_numeric = brentq(crossing_gap, 1, 20, xtol=1e-11)
assert abs(cross_formula - cross_numeric) < 1e-7

# Strong field: first-order and second-order energies


def strong_field(field, order):
    a, b = alpha * field, beta * field
    delta = a - b
    k_shift = w**2 / delta + u**2 / (2 * delta)
    shift = {(1, 0): -v**2 / delta, (0, -1): -v**2 / delta,
             (0, 1): v**2 / delta, (-1, 0): v**2 / delta,
             (1, -1): -k_shift, (-1, 1): k_shift}
    return {(mi, mj): -a * mi - b * mj - C_SR * mi * mj
            + D_DIP / 2 * (3 * mi**2 - 2) * (3 * mj**2 - 2)
            + (shift.get((mi, mj), 0) if order == 2 else 0)
            for mi, mj in labels}


def residual(field, order):
    e, approx = diagonalize(field)[0], strong_field(field, order)
    return max(abs(e[k] - approx[k]) for k in labels)


ratio1 = residual(1600, 1) / residual(3200, 1)
ratio2 = residual(1600, 2) / residual(3200, 2)
assert abs(ratio1 - 2) < 0.05 and abs(ratio2 - 4) < 0.1


def resonances(e):
    nuclear = {(m, s): e[(m - 1, s)] - e[(m, s)]
               for m in (1, 0) for s in (1, 0, -1)}
    rotational = {(m, s): e[(s, m - 1)] - e[(s, m)]
                  for m in (1, 0) for s in (1, 0, -1)}
    return nuclear, rotational


# Line offsets from the definition against the six-line pattern
offsets = np.sort([u, -u, C_SR + u / 2, C_SR - u / 2,
                   -C_SR + u / 2, -C_SR - u / 2])
huge = 20000.0
for sign in (1, -1):
    line_sets = resonances(diagonalize(huge, c=sign * C_SR)[0])
    for lines, centre in zip(line_sets, (alpha * huge, beta * huge)):
        found = np.sort(list(lines.values())) - centre
        assert np.max(abs(found - offsets)) < 0.2   # second-order shifts remain
reversed_levels = np.unique(np.round(
    np.linalg.eigvalsh(hamiltonian(0, c=-C_SR)), 6))
reversed_gaps = np.diff(reversed_levels)
assert len(reversed_gaps) == 2
assert np.max(abs(np.sort(reversed_gaps) - np.sort([gap12, gap01]))) > 100

# Worked example
B_STRONG = 200.0
dipolar_si = const.mu_0 * (g_proton * mu_n)**2 / (4 * np.pi * const.h)
distance = (dipolar_si / (5 * D_DIP * 1e3))**(1 / 3) * 1e10
bohr = const.value('Bohr radius')
diamagnetic = (const.e * bohr * B_STRONG * 1e-3)**2 / (
    8 * const.m_e * const.h) * 1e-3
delta = (alpha - beta) * B_STRONG
print(f"c = {C_SR:.1f} kHz, d = {D_DIP:.1f} kHz")
print(f"g_p = {g_proton:.6f}, g_J = {G_ROT:.2f} (rough input)")
print(f"a/B = {alpha:.4f} kHz/mT, b/B = {beta:.4f} kHz/mT")
print(f"effective proton distance <R^-3>^(-1/3) = {distance:.4f} angstrom")
for f_value in (2, 1, 0):
    print(f"zero-field energy F={f_value}: {zero[f_value]:.2f} kHz")
print(f"interval E1-E2 = {gap12:.2f} kHz, E0-E1 = {gap01:.2f} kHz")
print("intervals with c reversed, upward:",
      ", ".join(f"{g:.2f}" for g in reversed_gaps), "kHz")
print(f"couplings v = {v:.2f}, w = {w:.2f}, u = {u:.2f} kHz")
print(f"weak-field spacing (a+b)/(2B) = {(alpha + beta) / 2:.4f} kHz/mT")
print(f"F=0 quadratic shift = "
      f"{quadratic[(-1, 1)] * (alpha - beta)**2:.4f} kHz/mT^2")
print(f"crossing M=-2 with upper M=-1: B = {cross_numeric:.4f} mT")
print("levels in kHz at B = 0, 5, 20, 200 mT")
tables = [diagonalize(field)[0] for field in (0, 5, 20, B_STRONG)]
for k in labels:
    row = " ".join(f"{t[k]:10.2f}" for t in tables)
    print(f"F={f_of[k]} M={sum(k):2d} -> mI={k[0]:2d} mJ={k[1]:2d}: {row}")
for field in (20.0, B_STRONG):
    print(f"smallest decoupled-state weight at {field:.0f} mT: "
          f"{min(diagonalize(field)[1].values()):.5f}")
print(f"at 200 mT: a = {alpha * B_STRONG:.2f}, b = {beta * B_STRONG:.2f}, "
      f"a-b = {delta:.2f} kHz")
print(f"v^2/(a-b) = {v**2 / delta:.3f} kHz, "
      f"K = {w**2 / delta + u**2 / (2 * delta):.3f} kHz")
first = resonances(strong_field(B_STRONG, 1))
second = resonances(strong_field(B_STRONG, 2))
full = resonances(diagonalize(B_STRONG)[0])
print("resonances at 200 mT in kHz: first order, second order, diagonalized")
for n, (moving, fixed) in enumerate((("mI", "mJ"), ("mJ", "mI"))):
    for m, s in full[n]:
        print(f"{moving} {m:2d}->{m - 1:2d}, {fixed}={s:2d}: "
              f"{first[n][(m, s)]:9.2f} {second[n][(m, s)]:9.2f} "
              f"{full[n][(m, s)]:9.2f}")
print(f"largest level error at 200 mT: first order "
      f"{residual(B_STRONG, 1):.3f}, second {residual(B_STRONG, 2):.3f} kHz")
print(f"error ratio on doubling B from 1600 mT: {ratio1:.3f}, {ratio2:.3f}")
print(f"diamagnetic scale e^2 a0^2 B^2/(8 m h) at 200 mT: "
      f"{diamagnetic:.2f} kHz")
print("all assertions hold")
```

Running it gives:

```
c = 113.9 kHz, d = 57.7 kHz
g_p = 5.585695, g_J = 0.88 (rough input)
a/B = 42.5775 kHz/mT, b/B = 6.7079 kHz/mT
effective proton distance <R^-3>^(-1/3) = 0.7467 angstrom
zero-field energy F=2: -85.05 kHz
zero-field energy F=1: -30.35 kHz
zero-field energy F=0: 516.30 kHz
interval E1-E2 = 54.70 kHz, E0-E1 = 546.65 kHz
intervals with c reversed, upward: 318.85, 82.05 kHz
couplings v = -27.35, w = -200.45, u = 173.10 kHz
weak-field spacing (a+b)/(2B) = 24.6427 kHz/mT
F=0 quadratic shift = 1.5691 kHz/mT^2
crossing M=-2 with upper M=-1: B = 4.7197 mT
levels in kHz at B = 0, 5, 20, 200 mT
F=2 M= 2 -> mI= 1 mJ= 1:     -85.05    -331.48   -1070.76   -9942.12
F=2 M= 1 -> mI= 1 mJ= 0:     -85.05    -274.67    -910.29   -8573.30
F=2 M= 0 -> mI= 1 mJ=-1:     -85.05    -177.38    -637.91   -7038.74
F=1 M= 1 -> mI= 0 mJ= 1:     -30.35     -87.16    -190.82   -1399.17
F=1 M= 0 -> mI= 0 mJ= 0:     -30.35      24.21      96.60     115.17
F=2 M=-1 -> mI= 0 mJ=-1:     -85.05     -28.24      75.42    1283.77
F=0 M= 0 -> mI=-1 mJ= 1:     516.30     554.08     942.21    7324.47
F=1 M=-1 -> mI=-1 mJ= 0:     -30.35     159.27     794.89    8457.90
F=2 M=-2 -> mI=-1 mJ=-1:     -85.05     161.38     900.66    9772.02
smallest decoupled-state weight at 20 mT: 0.87341
smallest decoupled-state weight at 200 mT: 0.99844
at 200 mT: a = 8515.50, b = 1341.58, a-b = 7173.92 kHz
v^2/(a-b) = 0.104 kHz, K = 7.689 kHz
resonances at 200 mT in kHz: first order, second order, diagonalized
mI  1-> 0, mJ= 1:   8542.85   8542.95   8542.95
mI  1-> 0, mJ= 0:   8688.60   8688.70   8688.47
mI  1-> 0, mJ=-1:   8315.05   8322.63   8322.51
mI  0->-1, mJ= 1:   8715.95   8723.53   8723.64
mI  0->-1, mJ= 0:   8342.40   8342.50   8342.73
mI  0->-1, mJ=-1:   8488.15   8488.25   8488.25
mJ  1-> 0, mI= 1:   1368.93   1368.82   1368.82
mJ  1-> 0, mI= 0:   1514.68   1514.57   1514.35
mJ  1-> 0, mI=-1:   1141.13   1133.54   1133.43
mJ  0->-1, mI= 1:   1542.03   1534.44   1534.56
mJ  0->-1, mI= 0:   1168.48   1168.37   1168.60
mJ  0->-1, mI=-1:   1314.23   1314.12   1314.12
largest level error at 200 mT: first order 7.798, second 0.227 kHz
error ratio on doubling B from 1600 mT: 2.002, 4.000
diamagnetic scale e^2 a0^2 B^2/(8 m h) at 200 mT: 0.60 kHz
all assertions hold
```
